# The Marcus-Levich-Jortner Rate and Its Poisson Weights for Vibrational Transitions, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. Derivation of the rate

A classical electron-transfer formula treats every nuclear motion that accompanies the transfer as if it could exchange energy in arbitrarily small amounts. A bond vibration with a quantum of 0.19 eV cannot do so at room temperature, where $k_BT$ is 0.026 eV. For the example of Part 2, at a reaction free energy of $-2.0$ eV, treating this mode as classical gives a rate of $7.5\times10^{5}$ s⁻¹. Leaving the mode out gives $4.6\times10^{2}$ s⁻¹. Treating it as a quantum oscillator gives $7.5\times10^{7}$ s⁻¹. For the same parameters, either of the first two numbers falls short of the quantum result by a factor of a hundred or more.

The formula derived here keeps the solvent classical and the mode quantum. Energies are in eV, rates in s⁻¹, and $\hbar$ is kept, so that $V^2/\hbar$ has the unit eV/s. The inverse thermal energy is $\beta=1/k_BT$.

### The model

An electron sits in a donor state $|D\rangle$ or an acceptor state $|A\rangle$. The Hamiltonian is

$$H=H_D|D\rangle\langle D|+H_A|A\rangle\langle A|+V\big(|D\rangle\langle A|+|A\rangle\langle D|\big).$$

The coupling $V$ is real and does not depend on the nuclear positions; this is the Condon approximation. The nuclei are harmonic modes $j$ of frequency $\omega_j$. Each mode has the same frequency in both electronic states, but a shifted equilibrium position:

$$H_D=\sum_j\hbar\omega_j a_j^\dagger a_j,\qquad
H_A=\Delta G+\sum_j\hbar\omega_j(a_j^\dagger-g_j)(a_j-g_j).$$

The zero-point energies are the same in both states and have been dropped. The $g_j$ are real; the sign of each can be chosen by reversing the direction of its coordinate.

The constant in $H_A$ is an energy difference between minima, and it has been called $\Delta G$ for the following reason. The operator $a_j-g_j$ obeys the same commutation rule as $a_j$, so $H_A-\Delta G$ has the same spectrum as $H_D$. The partition functions therefore differ by the factor $e^{-\beta\Delta G}$, and the free-energy difference equals the constant. This identification fails if the frequencies change, or if the electronic states have different degeneracies. A negative $\Delta G$ means downhill transfer.

In terms of the dimensionless coordinate $q=(a+a^\dagger)/\sqrt2$, the minimum of a mode moves by $d=\sqrt2\,g$. The acceptor potential at the donor minimum lies above its own minimum by $\hbar\omega d^2/2=\hbar\omega g^2$. This defines the Huang-Rhys factor and the reorganization energy of each mode,

$$S_j=g_j^2,\qquad \lambda_j=S_j\hbar\omega_j .$$

One mode is singled out, with frequency $\omega$, factor $S$ and reorganization energy $\lambda_v=S\hbar\omega$. All the others form the solvent, with $\lambda_s=\sum_j\lambda_j$.

### From the amplitude to a rate

Let the system start in $|D\rangle$ with nuclear state $i$ of energy $E_i$, occupied with thermal probability $p_i$. To first order in $V$, the amplitude of acceptor level $f$ at time $t$ is, up to a phase,

$$c_{f}(t)=-\frac{i}{\hbar}V\langle f|i\rangle\int_0^t dt_1\,e^{i(E_f-E_i)t_1/\hbar}.$$

Squaring, summing over $f$ and averaging over $i$ gives the acceptor population

$$P_A(t)=\frac{V^2}{\hbar^2}\int_0^t\!dt_1\int_0^t\!dt_2\sum_{i,f}p_i|\langle f|i\rangle|^2e^{-i(E_f-E_i)(t_2-t_1)/\hbar}.$$

The sum depends on $u=t_2-t_1$ alone. Since the states $f$ are a complete set of eigenstates of $H_A$, it equals

$$\mathcal C(u)=\left\langle e^{iH_Du/\hbar}e^{-iH_Au/\hbar}\right\rangle,$$

where the average is thermal in the donor state. Within the square of side $t$, a given difference $u$ occurs over a length $t-|u|$, so

$$P_A(t)=\frac{V^2}{\hbar^2}\int_{-t}^{t}du\,(t-|u|)\,\mathcal C(u).$$

Suppose that $\mathcal C$ decays within a time $\tau_c$. For $t\gg\tau_c$ the limits can be extended to infinity. The term with $|u|$ becomes a constant, and the rest grows linearly with slope

$$k=\frac{V^2}{\hbar^2}\int_{-\infty}^{\infty}du\,\mathcal C(u).\tag{1}$$

First-order amplitudes also require $kt\ll1$. Both conditions can be met when $k\tau_c\ll1$. A further condition, that the solvent replaces the configurations used up by the reaction, is treated in Part 2.

The modes are independent and the donor thermal state is a product over modes, so the average factorizes:

$$\mathcal C(u)=e^{-i\Delta G\,u/\hbar}\,C_v(u)\,C_s(u).$$

### The cold mode and the Poisson law

If $\hbar\omega\gg k_BT$, the mode starts almost surely in its donor ground state $|0\rangle$. Its acceptor levels $|\tilde n\rangle$ are number states of $b=a-g$. Because $a|0\rangle=0$,

$$b|0\rangle=-g|0\rangle .$$

Expand $|0\rangle=\sum_n c_n|\tilde n\rangle$ and use $b|\tilde n\rangle=\sqrt n\,|\widetilde{n-1}\rangle$. Comparing the coefficients of $|\tilde n\rangle$ gives

$$\sqrt{n+1}\;c_{n+1}=-g\,c_n\quad\Rightarrow\quad c_n=\frac{(-g)^n}{\sqrt{n!}}\,c_0 .$$

Normalization requires $c_0^2\sum_n g^{2n}/n!=c_0^2e^{g^2}=1$. The Franck-Condon weight of the transition $0\to n$ is therefore

$$P_n=|\langle\tilde n|0\rangle|^2=e^{-S}\frac{S^n}{n!}.\tag{2}$$

This is a Poisson distribution with mean $S$. Its mean energy $S\hbar\omega$ is the reorganization energy $\lambda_v$, as it must be if the electron moves while the nuclei stand still.

### The mode at any temperature

A mode that is thermally excited can also give up quanta. Write $\theta=\omega u$, and let $D=e^{g(a^\dagger-a)}$. Since $[g(a^\dagger-a),a]=-g$, one has $DaD^\dagger=a-g$, and hence $b^\dagger b=D\,a^\dagger a\,D^\dagger$. This gives

$$C_v=\left\langle e^{i\theta a^\dagger a}\,D\,e^{-i\theta a^\dagger a}\,D^\dagger\right\rangle .$$

The operator $a$ lowers the number by one, so $e^{i\theta a^\dagger a}\,a\,e^{-i\theta a^\dagger a}=a\,e^{-i\theta}$. The average becomes $\langle e^{A}e^{B}\rangle$ with

$$A=g(a^\dagger e^{i\theta}-a\,e^{-i\theta}),\qquad B=g(a-a^\dagger).$$

Their commutator is a number:

$$[A,B]=g^2\big(e^{i\theta}[a^\dagger,a]+e^{-i\theta}[a,a^\dagger]\big)=S(e^{-i\theta}-e^{i\theta})=-2iS\sin\theta .$$

For such operators $e^Ae^B=e^{A+B}e^{[A,B]/2}$. With $\zeta=g(e^{i\theta}-1)$,

$$C_v=e^{-iS\sin\theta}\left\langle e^{\zeta a^\dagger-\zeta^*a}\right\rangle,\qquad |\zeta|^2=2S(1-\cos\theta).$$

To evaluate the average, apply the same rule to put the annihilation operators on the right:

$$e^{\zeta a^\dagger-\zeta^*a}=e^{-|\zeta|^2/2}\,e^{\zeta a^\dagger}e^{-\zeta^*a}.$$

In the thermal average, terms with unequal numbers of $a^\dagger$ and $a$ vanish. The remaining ones need $\langle(a^\dagger)^ra^r\rangle$. With $x=e^{-\beta\hbar\omega}$ and occupation probabilities $(1-x)x^n$,

$$\langle(a^\dagger)^ra^r\rangle=(1-x)\sum_{n\ge r}\frac{n!}{(n-r)!}x^n=(1-x)\frac{r!\,x^r}{(1-x)^{r+1}}=r!\,\bar n^{\,r},$$

where $\bar n=x/(1-x)=1/(e^{\beta\hbar\omega}-1)$. Therefore

$$\left\langle e^{\zeta a^\dagger}e^{-\zeta^*a}\right\rangle=\sum_r\frac{(-|\zeta|^2)^r}{(r!)^2}\,r!\,\bar n^{\,r}=e^{-|\zeta|^2\bar n}.$$

Collecting the factors,

$$C_v=\exp\{-S[(2\bar n+1)(1-\cos\theta)+i\sin\theta]\}.\tag{3}$$

Because $(2\bar n+1)\cos\theta-i\sin\theta=(\bar n+1)e^{-i\theta}+\bar n e^{i\theta}$, this can be written as

$$C_v=e^{-S(2\bar n+1)}\,e^{S(\bar n+1)e^{-i\theta}}\,e^{S\bar n e^{i\theta}} .$$

Expanding both exponentials and collecting powers of $e^{-i\theta}$ gives $C_v=\sum_m w_me^{-im\omega u}$, with

$$w_m=e^{-S(2\bar n+1)}\sum_{j\ge\max(0,-m)}\frac{[S(\bar n+1)]^{j+m}}{(j+m)!}\frac{(S\bar n)^j}{j!}.\tag{4}$$

From its definition, $C_v$ is also the sum over initial and final levels of their probabilities times a phase fixed by the change of level. So $w_m$ is the probability that the mode gains a net $m$ quanta. Equation (4) says that $m$ is distributed as the difference of two independent Poisson numbers, with mean $S(\bar n+1)$ for quanta gained and $S\bar n$ for quanta lost.

The series of the modified Bessel function is $I_m(z)=\sum_j(z/2)^{2j+m}/[j!(j+m)!]$. With $z=2S\sqrt{\bar n(\bar n+1)}$, equation (4) becomes

$$w_m=e^{-S(2\bar n+1)}\left(\frac{\bar n+1}{\bar n}\right)^{m/2}I_m(z).\tag{5}$$

Since $(\bar n+1)/\bar n=e^{\beta\hbar\omega}$ and $I_{-m}=I_m$,

$$w_{-m}=e^{-m\beta\hbar\omega}\,w_m .\tag{6}$$

For $\bar n\to0$ the term $j=0$ of (4) survives, and the Poisson law (2) returns.

### The classical solvent

Equation (3) holds for every mode, so the solvent factor is

$$C_s=\exp\Big\{-\sum_jS_j\Big[\coth\frac{\beta\hbar\omega_j}{2}\,(1-\cos\omega_ju)+i\sin\omega_ju\Big]\Big\},$$

where $2\bar n_j+1=\coth(\beta\hbar\omega_j/2)$ was used. A classical solvent has $\hbar\omega_j\ll k_BT$ and hardly moves while $\mathcal C$ decays, so $\omega_ju\ll1$. Then $\coth(\beta\hbar\omega_j/2)\to2k_BT/\hbar\omega_j$, and the real part for each mode is

$$\frac{\lambda_j}{\hbar\omega_j}\cdot\frac{2k_BT}{\hbar\omega_j}\cdot\frac{\omega_j^2u^2}{2}=\frac{\lambda_jk_BT\,u^2}{\hbar^2}.$$

The imaginary part is $S_j\omega_ju=\lambda_ju/\hbar$. Summing over modes,

$$C_s\to\exp\Big(-\frac{i\lambda_su}{\hbar}-\frac{\lambda_sk_BT\,u^2}{\hbar^2}\Big).\tag{7}$$

The frequencies have dropped out. The next terms are smaller by $(\beta\hbar\omega_j)^2/12$ from the hyperbolic cotangent, $(\omega_ju)^2/12$ from the cosine and $(\omega_ju)^2/6$ from the sine. The error is thus of second order in the solvent frequency, provided $\sum_j\lambda_j\omega_j^2$ is finite. A Debye solvent with a single relaxation time $\tau$ has a high-frequency tail for which this sum diverges, and the error is then of first order in $1/\tau$.

Equation (7) has a direct meaning. The solvent part of $H_A-H_D$ is $\Delta G+\lambda_s-\sum_j\hbar\omega_jg_j(a_j+a_j^\dagger)$. In the donor state this energy gap is Gaussian, with mean $\Delta G+\lambda_s$ and variance $\sum_j\lambda_j\hbar\omega_j\coth(\beta\hbar\omega_j/2)\to2\lambda_sk_BT$.

### The time integral

Insert the series for $C_v$ and equation (7) into (1), and set $s=u/\hbar$:

$$k=\frac{V^2}{\hbar}\sum_mw_m\int_{-\infty}^{\infty}ds\,e^{-iX_ms-\lambda_sk_BTs^2},\qquad X_m=\Delta G+\lambda_s+m\hbar\omega .$$

Completing the square about $s=-iX_m/(2\lambda_sk_BT)$ gives

$$\int ds\,e^{-iX_ms-\lambda_sk_BTs^2}=\sqrt{\frac{\pi}{\lambda_sk_BT}}\;e^{-X_m^2/(4\lambda_sk_BT)} .$$

The prefactor equals $2\pi/\sqrt{4\pi\lambda_sk_BT}$. Define the normalized Gaussian density

$$\phi(X)=\frac{e^{-X^2/(4\lambda_sk_BT)}}{\sqrt{4\pi\lambda_sk_BT}} .$$

The rate for a mode at any temperature is

$$k=\frac{2\pi V^2}{\hbar}F(\Delta G),\qquad F(\Delta G)=\sum_mw_m\,\phi(\Delta G+\lambda_s+m\hbar\omega),\tag{8}$$

and for a cold mode it is the Marcus-Levich-Jortner rate,

$$k=\frac{2\pi V^2}{\hbar}\sum_{n=0}^\infty e^{-S}\frac{S^n}{n!}\,\frac{1}{\sqrt{4\pi\lambda_sk_BT}}\exp\left[-\frac{(\Delta G+\lambda_s+n\hbar\omega)^2}{4\lambda_sk_BT}\right].\tag{9}$$

Each term is a separate reaction that leaves $n$ quanta in the product. The solvent must fluctuate until the gap plus $n\hbar\omega$ vanishes, and $\phi(X_n)$ is the probability density of that fluctuation.

The shifted centre of the Gaussian integral also sets a condition on (7): the product $\hbar\omega_j|X_m|/(2\lambda_sk_BT)$ must be small for the channels that matter. For $|X_m|\le\lambda_s$ this follows from $\hbar\omega_j\ll k_BT$. The condition keeps the relative error of the exponent small. Where the exponent $X_m^2/(4\lambda_sk_BT)$ is itself large, the relative error of the rate can be considerably larger.

The Poisson law describes the weights $P_n$. The quanta found in the product follow

$$p_n=\frac{P_n\,\phi(X_n)}{\sum_{n'}P_{n'}\,\phi(X_{n'})},\tag{10}$$

which is a Poisson law reweighted by the solvent, and which depends on $\Delta G$.

## Part 2. Use, limits and a worked example

Part 1 gave the rate $k=(2\pi V^2/\hbar)F(\Delta G)$ for a coupling $V$, a classical solvent of reorganization energy $\lambda_s$ and one mode of quantum $\hbar\omega$, Huang-Rhys factor $S$ and reorganization energy $\lambda_v=S\hbar\omega$. Here $F=\sum_mw_m\phi(X_m)$, with $X_m=\Delta G+\lambda_s+m\hbar\omega$ and $\phi$ a normalized Gaussian of variance $2\lambda_sk_BT$. The weight $w_m$ is the probability of a net gain of $m$ quanta and obeys $w_{-m}=e^{-m\hbar\omega/k_BT}w_m$. For a cold mode it becomes the Poisson weight $P_n=e^{-S}S^n/n!$. The fraction of products that carry $n$ quanta is $p_n\propto P_n\phi(X_n)$.

The electron-transfer rate for a classical solvent and one quantum mode has been derived, both for a mode at any temperature (8) and for a cold mode (9). It remains to establish when the cold-mode form may be used, to examine the limits and the inverted region, to work through an example and its extension to a metal, and to assess what the model leaves out.
